\section*{Kubo-Greenwood conductivity as a double Chebyshev series in one moment matrix}

\section{The difficulty}

The Kubo-Greenwood formula sums over all pairs of eigenstates of a one-electron Hamiltonian $H$ of dimension $D$. Dense diagonalization costs of order $D^3$ operations and the velocity matrix has $D^2$ entries, which is $10^{12}$ and $10^8$ for $D=10^4$. Polynomials of a sparse $H$ avoid eigenstates, but if the Fermi function is applied to a vector first, and the velocity and the resonance denominator at frequency $\omega$ follow, the second recursion in $H$ starts from a vector that depends on the chemical potential $\mu$ and temperature $T$, and it is repeated for each such pair. The moments $\mathrm{Tr}\,T_n$ that give the density of states do not help, because the velocity connects two different energies. The remedy is
\begin{equation}
\sigma_{xx}=\frac{ge^2}{\hbar\Omega}\sum_{n,m<M}\Gamma_{nm}(\omega,\mu,T)\,\mu_{nm},\qquad
\mu_{nm}=\mathrm{Tr}\,[V\,T_n(H/s)\,V\,T_m(H/s)],
\label{main}
\end{equation}
with $V=\hbar v_x$, cell size $\Omega$, spin factor $g$, and an energy scale $s$ that puts the spectrum of $H/s$ inside $(-1,1)$, the energy zero being at its centre. The matrix $\mu_{nm}$ (two indices, unlike the chemical potential) contains no $\omega,\mu,T$; the coefficients $\Gamma_{nm}$ contain nothing of $H$ but $s$.

\section{The sum over states}

Take independent electrons of charge $-e$ in a periodic cell, with $H$ fixed. A uniform vector potential enters as $p\to p+\hbar\kappa$, $\kappa=eA_x/\hbar$. Since $e^{-i\kappa x}pe^{i\kappa x}=p+\hbar\kappa$, the matrix elements become $H_{ij}(\kappa)=H_{ij}e^{-i\kappa d_{ij}}$, with $d_{ij}$ the $x$ displacement along the bond from $j$ to $i$. Then $V=\partial H/\partial\kappa$ and the current density is $j_x=-(ge/\hbar\Omega)\mathrm{Tr}[\rho H'(\kappa)]$. For $\kappa\propto e^{-i\omega t}$ the field is $\mathcal E=-\dot A_x=i\omega\hbar\kappa/e$, so $\hbar\omega\kappa=-ie\mathcal E$. Let $\rho$ relax toward instantaneous equilibrium at fixed $\mu,T$:
\begin{equation}
i\hbar\dot\rho=[H(\kappa),\rho]-i\eta(\rho-\rho_{\rm eq}),\qquad \rho_{\rm eq}=f(H(\kappa)).
\label{eom}
\end{equation}
First order in $\kappa$ of $[H,f(H)]=0$ gives $(E_a-E_b)\delta\rho_{{\rm eq},ab}=\kappa V_{ab}(f_a-f_b)$, and a diagonal element changes by $f'(E_a)\kappa V_{aa}$. Both cases read
\begin{equation}
\delta\rho_{{\rm eq},ab}=-\kappa V_{ab}\,\phi(E_a,E_b),\qquad \phi(E,E')=\frac{f(E)-f(E')}{E'-E},
\end{equation}
with $\phi(E,E)=-f'(E)$; $\phi$ is symmetric and non-negative. Write $\rho=\rho_{\rm eq}+\chi$. Because $\rho_{\rm eq}$ commutes with $H(\kappa)$, $i\hbar\dot\chi=[H,\chi]-i\hbar\dot\rho_{\rm eq}-i\eta\chi$, and with $i\hbar\partial_t\to\hbar\omega$,
\begin{equation}
(\hbar\omega-E_a+E_b+i\eta)\chi_{ab}=-\hbar\omega\,\delta\rho_{{\rm eq},ab}=-ie\mathcal E\,\phi V_{ab}.
\end{equation}
The current $-(ge/\hbar\Omega)\sum V_{ba}\chi_{ab}$ therefore carries the factor $+ige^2\mathcal E/\hbar\Omega$. The equilibrium part is $-(ge/\hbar\Omega)G'(\kappa)$, where $G=-kT\sum_a\ln(1+e^{-(E_a-\mu)/kT})$ has $G'=\sum_af_aE_a'=\mathrm{Tr}fH'$. Its linear term is $-(ge/\hbar\Omega)G''\kappa$ with $\kappa=-ie\mathcal E/\hbar\omega$. Exchanging the labels $a,b$,
\begin{equation}
\sigma_\eta=\frac{ge^2}{\hbar\Omega}\Big[\sum_{ab}|V_{ab}|^2F(E_a,E_b)+\frac{iG''}{\hbar\omega}\Big],\qquad
F=\frac{i\,\phi(E_a,E_b)}{\hbar\omega-E_b+E_a+i\eta}.
\label{sos}
\end{equation}
The terms $a=b$ belong to the sum. For real $\omega\ne0$ the $G''$ term is imaginary, so it is absent from the absorption (at $\omega=0$ it carries a delta function, the current that persists after a field pulse); below, $\sigma$ means the pair sum. Now $\mathrm{Re}F=\pi\phi L_\eta(\hbar\omega-E_b+E_a)$ with $L_\eta(\epsilon)=\eta/[\pi(\epsilon^2+\eta^2)]$. As $\eta\to0$, $L_\eta\to\delta$, and inserting $\int dE\,\delta(E-E_a)=1$ yields the Kubo-Greenwood form
\begin{align}
\mathrm{Re}\,\sigma&=\frac{\pi ge^2}{\hbar\Omega}\int dE\,\phi(E,E+\hbar\omega)\,j(E,E+\hbar\omega),\label{kg}\\
j(E,E')&=\sum_{ab}|V_{ab}|^2\delta(E-E_a)\delta(E'-E_b).
\end{align}
Differentiating $G'$ once more, $G''=\mathrm{Tr}fH''-\sum|V_{ab}|^2\phi$, and $\int L_\eta=1$ gives the sum rule
\begin{equation}
\int_{-\infty}^{\infty}\mathrm{Re}\,\sigma\,d(\hbar\omega)=\frac{\pi ge^2}{\hbar\Omega}\,(\mathrm{Tr}fH''-G'').
\label{sum}
\end{equation}

\section{The moments}

With $x_a=E_a/s=\cos\theta_a$ and $T_n(\cos\theta)=\cos n\theta$, the trace in the eigenbasis is
\begin{equation}
\mu_{nm}=\sum_{ab}|V_{ab}|^2\,T_n(x_a)T_m(x_b).
\label{eig}
\end{equation}
It is real; it is symmetric because $|V_{ab}|=|V_{ba}|$; and $|\mu_{nm}|\le\mu_{00}=\mathrm{Tr}V^2$ because $|T_n|\le1$. Orthogonality reads $\int_0^\pi\cos n\theta\cos m\theta\,d\theta=\pi\delta_{nm}/h_n$, with $h_0=1$ and $h_{n>0}=2$.

\section{First derivation: expand the response function}

For $\eta>0$ and $T>0$, $F$ is smooth on the square $|x|,|y|\le1$, $E=sx$, $E'=sy$. As a function of the two angles it is even and periodic, so it has a double cosine series:
\begin{align}
F(sx,sy)&=\sum_{nm}c_{nm}T_n(x)T_m(y),\\
c_{nm}&=\frac{h_nh_m}{\pi^2}\int_0^\pi\!\!\int_0^\pi F(s\cos\theta,s\cos\theta')\cos n\theta\cos m\theta'\,d\theta\,d\theta'.
\end{align}
Insert the series in (\ref{sos}), exchange it with the finite sum over $a,b$, and use (\ref{eig}):
\begin{equation}
\sum_{ab}|V_{ab}|^2F(E_a,E_b)=\sum_{nm}c_{nm}\mu_{nm}.
\label{routeA}
\end{equation}
This is (\ref{main}) with $\Gamma_{nm}=c_{nm}$ and $M=\infty$.

The truncation error follows from the poles of $F$. Put $x=(\zeta+\zeta^{-1})/2$, so that $T_n=(\zeta^n+\zeta^{-n})/2$ and the series in $x$ at fixed real $y$ is a Laurent series in $\zeta$. The circle $|\zeta|=\rho$ maps onto an ellipse with foci $\pm1$ and minor semi-axis $(\rho-\rho^{-1})/2=\sinh\ln\rho$. If $F$ is analytic inside and on it, Cauchy's estimate bounds the $n$th coefficient by $2\max|F|\,\rho^{-n}$. The denominator vanishes at $E=E'-\hbar\omega-i\eta$. The function $\phi$ has the poles of $f$, the nearest at $\mu\pm i\pi kT$; its singularity at $E=E'$ is removable. A pole at $z=E/s$ lies on the ellipse $\rho=|z+\sqrt{z^2-1}|>1$. Writing $z=\cos(\vartheta+i\gamma)$ gives $\ln\rho=|\gamma|$ and $|\mathrm{Im}\,z|=\sin\vartheta\sinh|\gamma|$, so
\begin{equation}
\ln\rho\ge\gamma_0=\mathrm{arsinh}\,\frac{\min(\eta,\pi kT)}{s},\qquad
\ln\rho\approx\frac{|\mathrm{Im}\,z|}{\sqrt{1-(\mathrm{Re}\,z)^2}},
\label{rate}
\end{equation}
the second form holding for small $|\mathrm{Im}\,z|$ away from the edges. The same argument holds in $y$, hence $|c_{nm}|\le C_\gamma e^{-\gamma\max(n,m)}$ for any $\gamma<\gamma_0$. There are $2N+1$ pairs with $\max(n,m)=N$, so the omitted terms are bounded by $\mu_{00}C_\gamma\sum_{N\ge M}(2N+1)e^{-\gamma N}$. Convergence is exponential once $M\gg s/\min(\eta,\pi kT)$, and the guarantee is lost as $\eta\to0$ or $T\to0$.

\section{Second derivation: expand the delta functions}

Here one starts from (\ref{kg}). Orthogonality gives formally $\delta(x-x_a)=\sum_nh_nT_n(x)T_n(x_a)/(\pi\sqrt{1-x^2})$, since both sides have the same integral against every $T_m$. The terms do not decay, so the series does not converge pointwise. Damping factors $g_n$, $n<M$, replace it by a kernel. With $x=\cos\theta$ and $2\cos n\theta\cos n\theta_a=\cos n(\theta-\theta_a)+\cos n(\theta+\theta_a)$,
\begin{equation}
K_M(x,x_a)=\sum_{n<M}\frac{h_ng_nT_n(x)T_n(x_a)}{\pi\sin\theta}
=\frac{k(\theta-\theta_a)+k(\theta+\theta_a)}{2\pi\sin\theta},
\end{equation}
where $k(\theta)=\sum_{|n|<M}g_{|n|}e^{in\theta}$. Using $K_M$ for both deltas, with $\delta(E-E_a)=\delta(x-x_a)/s$, and then (\ref{eig}),
\begin{align}
j_M(E,E')&=\frac{P(x,y)}{\pi^2s^2\sqrt{(1-x^2)(1-y^2)}},\\
P(x,y)&=\sum_{n,m<M}h_nh_mg_ng_m\,\mu_{nm}T_n(x)T_m(y).
\end{align}
Equation (\ref{kg}) then becomes (\ref{main}) for a real $\sigma_M$, with $y=x+\hbar\omega/s$ and
\begin{equation}
\Gamma_{nm}=\frac{h_nh_mg_ng_m}{\pi s^2}\int dE\,\phi(E,E+\hbar\omega)\frac{T_n(x)T_m(y)}{\sqrt{(1-x^2)(1-y^2)}}.
\label{routeB}
\end{equation}
The Fermi function is not expanded. At $T=0$ and $\omega>0$, $\phi=1/\hbar\omega$ on $\mu-\hbar\omega<E<\mu$ and zero elsewhere; for dc, $\phi=-f'\to\delta(E-\mu)$ leaves one point.

\subsection{The Jackson kernel}

A kernel of the form $k=|\sum_\nu a_\nu e^{i\nu\theta}|^2$ is non-negative and has $g_n=\sum_\nu a_\nu a_{\nu+n}$. The Jackson choice is $a_\nu=\sqrt{2/(M+1)}\sin\nu\alpha$, $\nu=1,\dots,M$, $\alpha=\pi/(M+1)$. Use $2\sin\nu\alpha\sin(\nu+n)\alpha=\cos n\alpha-\cos(2\nu+n)\alpha$. The $M-n$ cosines in arithmetic progression have mean argument $(M+1)\alpha=\pi$ and sum to $-\sin[(M-n)\alpha]/\sin\alpha=-\sin[(n+1)\alpha]/\sin\alpha=-\sin n\alpha\cot\alpha-\cos n\alpha$. Thus
\begin{equation}
g_n=\frac{(M-n+1)\cos n\alpha+\sin n\alpha\cot\alpha}{M+1},
\end{equation}
with $g_0=1$, $g_1=\cos\alpha$, $g_2=(1+M\cos2\alpha)/(M+1)$. For the closed form multiply $\sum_\nu\sin\nu\alpha\,e^{i\nu\theta}$ by $e^{i\theta}+e^{-i\theta}-2\cos\alpha$. The coefficient of $e^{i\nu\theta}$ for $1\le\nu\le M$ is $\sin(\nu-1)\alpha+\sin(\nu+1)\alpha-2\cos\alpha\sin\nu\alpha=0$. What remains is $\sin\alpha$ at $\nu=0$ and $\sin M\alpha=\sin\alpha$ at $\nu=M+1$, and $|1+e^{i(M+1)\theta}|^2=4\cos^2[(M+1)\theta/2]$, so
\begin{equation}
k(\theta)=\frac{2\sin^2\alpha\,\cos^2[(M+1)\theta/2]}{(M+1)(\cos\theta-\cos\alpha)^2}.
\label{closed}
\end{equation}
Since $\phi$, $|V_{ab}|^2$ and $K_M$ are non-negative, $\sigma_M\ge0$ for exact moments. Orthogonality gives $\int K_MT_n\,dx=g_nT_n(x_a)$, so $K_M$ has unit weight, and $x^2=(1+T_2)/2$ gives at $x_a=0$, where $T_2=-1$, the variance $(1-g_2)/2=M\sin^2\alpha/(M+1)$. The energy width at the centre is about $\pi s/M$; the kernel has a fixed width in $\theta$ and $dx=-\sin\theta\,d\theta$, so away from the centre the energy width is smaller by about $\sqrt{1-x_a^2}$. A transition line at the centre involves two kernels whose variances add, so it is $\sqrt2$ times wider.

For $\theta\gg\alpha$, (\ref{closed}) gives $k\approx2\pi^2\cos^2[(M+1)\theta/2]/[(M+1)^3(1-\cos\theta)^2]$. With $\mu$ in a true gap the dc conductivity at $T=0$ is zero, but $\sigma_M\propto\sum|V_{ab}|^2K_M(x,x_a)K_M(x,x_b)$ is a product of two tails: a floor that falls as $M^{-6}$ once the oscillating factors are averaged.

\subsection{The edge of the interval}

For $\omega=0$ the two square roots in (\ref{routeB}) merge into $1/(1-x^2)\approx1/2\delta$ at $|x|=1-\delta$. At $T>0$ neither $\phi$ nor, in general, $P(1,1)=\sum|V_{ab}|^2k(\theta_a)k(\theta_b)$ vanishes there (for $x=-1$ replace $\theta_a$ by $\pi-\theta_a$). With $dE=s\,d\delta$, the integral cut at $\delta$ grows logarithmically:
\begin{equation}
\frac{d\sigma_M}{d\ln(1/\delta)}=\frac{\pi ge^2}{\hbar\Omega s}\sum_\pm\frac{\phi(\pm s,\pm s)P(\pm1,\pm1)}{2\pi^2}.
\label{edge}
\end{equation}
The dc coefficient (\ref{routeB}) is therefore defined with a cut $|x|,|y|\le x_c<1$, placed outside the spectrum where $j_M$ consists of kernel tails.

\section{What each derivation assumes}

The two sets of coefficients are linked by $\int K_MT_n\,dx=g_nT_n(x_a)$. For smooth $F$ it gives $\iint Fj_M\,dE\,dE'=\sum g_ng_mc_{nm}\mu_{nm}$. Taking the real part and changing variables to $E$ and $\epsilon=E'-E$,
\begin{equation}
\int d\epsilon\,L_\eta(\hbar\omega-\epsilon)\,\sigma_M(\epsilon)=\frac{ge^2}{\hbar\Omega}\mathrm{Re}\sum_{n,m<M}g_ng_mc_{nm}\mu_{nm},
\label{conv}
\end{equation}
up to the tail weight beyond $x_c$. With $u=n\alpha$, $g_n=(1-u/\pi)\cos u+(\alpha\cot\alpha/\pi)\sin u=1-u^2/2+(u^3-\alpha^2u)/3\pi+\dots$ for small $u$ and $\alpha$. Since $-n^2\cos n\theta=\partial_\theta^2\cos n\theta$, damping changes the pair sum at leading order by
\begin{equation}
\frac{\alpha^2}{2}\sum_{ab}|V_{ab}|^2(\partial^2_{\theta_a}+\partial^2_{\theta_b})F.
\label{lead}
\end{equation}

The first derivation assumes $\eta>0$ and $T>0$, returns the complex pair sum of (\ref{sos}), needs no kernel or cut, and converges exponentially; a given $M$ sets the smallest usable $\eta$ and $kT$. The second allows $T=0$ and has no $\eta$, but returns the real part smoothed in each of the two energies over about $\pi s/M$ at the centre of the interval and less toward its edges, with $\phi$ evaluated at the smoothed energies and not at $E_a,E_b$. It converges as $M^{-2}$ for smooth averages and needs the cut for dc at $T>0$. Both leave a dc value in a gap: the second the kernel floor, the first the Lorentzian tail of (\ref{sos}), whose part from pairs across the gap is proportional to $\eta$ for $\eta$ well below the gap and can be far larger. At fixed $D$ and $M\to\infty$ the second resolves single levels, so a bulk value requires many levels within the kernel width. Both assume that $H$ does not depend on $\mu$ or $T$: a self-consistent potential or thermally displaced ions change $H$ and need new moments. At fixed filling, $\mu(T)$ follows from $\mathrm{Tr}f(H)$, which needs the separate vector $\mathrm{Tr}\,T_n$; $\mu_{n0}=\mathrm{Tr}V^2T_n$ is a different quantity. In both, the leading $M'\times M'$ block serves any $M'<M$.

\subsection{A model and small cells}

Take a square lattice of unit spacing with hopping $-t$, $t=1$ eV, a checkerboard potential $\pm\Delta$, $\Delta=1.5$ eV, random site energies uniform over a full width $W=2$ eV, and $g=2$. These are round model parameters. In two dimensions $\sigma$ is in units of $e^2/h$ with prefactor $2\pi g/\Omega$. The clean Hamiltonian couples $\mathbf k$ to $\mathbf k+(\pi,\pi)$, where $\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y)$ changes sign, so its levels are $\pm\sqrt{\Delta^2+\varepsilon_{\mathbf k}^2}$. By Weyl's inequality disorder moves each ordered level by at most $W/2$: no level lies within $\pm0.50$ eV or beyond $\sqrt{2.25+16}+1=5.27$ eV. We take $s=6$ eV and $x_c=0.95$.

On a $4\times4$ cell with static twist $\kappa=0.3$, which makes $V_{aa}\ne0$, and $\hbar\omega=1.3$, $\mu=2.0$, $kT=0.4$, $\eta=0.5$ eV, Runge-Kutta integration of (\ref{eom}) with drive amplitude $10^{-3}$ gives a first harmonic $0.75589+1.04267i$; (\ref{sos}) with $G''$ gives $0.75589+1.04268i$. The $a=b$ terms contribute $0.250$ to the real part $0.756$, a third of it.

On a $16\times16$ cell, with full-trace moments and $c_{nm}$ from a discrete cosine transform, the first series was compared with the sum over eigenstates at $\eta=0.5$ eV for six settings with $kT\ge0.2$ eV. The largest error relative to $|\sigma|$ is $2.3\times10^{-4}$, $8.6\times10^{-7}$, $2.4\times10^{-11}$ for $M=64,128,256$. The last step gives $\ln(8.6\times10^{-7}/2.4\times10^{-11})/128=0.082$, near $\gamma_0=\mathrm{arsinh}(0.5/6)=0.083$. For the coefficients in $x$ at fixed $E'=3.5$, $\hbar\omega=1.5$ eV, the decay rate fitted over $100\le n<300$ is $0.0530$ for $\eta=kT=0.3$, $\mu=1$ eV, where the resonance pole gives $0.05/\sqrt{1-1/9}=0.0530$. It is $0.0432$ for $\eta=\mu=1.5$, $kT=0.08$ eV, where $\ln\rho$ of the Fermi pole is $0.0432$.

At $\hbar\omega=2$, $\mu=2.5$, $kT=0.3$, $\eta=0.8$ eV the state sum is $0.55805+0.80707i$. Damping shifts it by $0.00488-0.00628i$ at $M=128$ (0.8\% of $|\sigma|$) and $0.00125-0.00159i$ at $M=256$; (\ref{lead}), by finite differences in the angles, gives $0.00507-0.00638i$ and $0.00128-0.00161i$. Both sides of (\ref{conv}) are $0.56293$ at $M=128$ (Gauss-Legendre quadrature in $E$ and $\epsilon$). The same curve integrates to $9.053$ eV$\,e^2/h$; (\ref{sum}) gives $(4\pi^2/256)(58.760+0.0007)=9.062$, so the curve is 0.09\% low. The floor, averaged over $|\mu|\le0.3$ eV, is $2.09\times10^{-6}$ and $3.13\times10^{-8}$ for $M=128,256$, an exponent $\log_2(66.8)=6.06$. The edge growth at $M=64$, $kT=2$ eV, $\mu=0$ is $1.916\times10^{-10}$ per e-fold, both from quadrature over $10^{-10}<\delta<10^{-8}$ and from (\ref{edge}): a true divergence with a negligible coefficient here.

\section{Computing the moments}

For real $H$, $V_{ij}=-id_{ij}H_{ij}$ is $iA$ with $A$ real and antisymmetric, so $\mu_{nm}=-\mathrm{Tr}[AT_nAT_m]=\mathrm{Tr}[A^{\rm T}T_nAT_m]$. For a vector $r$ of independent signs, $\langle r_ir_j\rangle=\delta_{ij}$ gives
\begin{equation}
\mu_{nm}=\big\langle(T_nAr)^{\rm T}A\,(T_mr)\big\rangle.
\end{equation}
The recursion $T_{n+1}=2(H/s)T_n-T_{n-1}$ builds both sets of vectors in $O(M)$ sparse products. They occupy $2MD$ numbers and their scalar products cost $M^2D$, linear in $D$. A new $(\omega,\mu,T)$ costs $M^2N_q$ for $N_q$ quadrature points in (\ref{routeB}), independent of $D$.

The estimate of $\sum\Gamma_{nm}\mu_{nm}$ is $r^{\rm T}Br$, $B=\sum\Gamma_{nm}A^{\rm T}T_nAT_m$. As $r_i^2=1$, its deviation from $\mathrm{Tr}B$ is $2\sum_{i<j}B^s_{ij}r_ir_j$ with $B^s=(B+B^{\rm T})/2$. Products for distinct pairs are uncorrelated with unit variance, so $\mathrm{Var}=2\sum_{i\ne j}(B^s_{ij})^2$. A row of $B$ reaches at most $2M$ hops, so at fixed $M$ and large $D$ the variance grows as $D$; dividing by $\Omega\propto D$ and averaging $R$ vectors leaves an error $\propto(RD)^{-1/2}$. At $\hbar\omega=4$, $\mu=0$, $kT=0.1$ eV, $M=64$, the formula evaluated with eigenvectors gives one-vector deviations $0.378$ ($16\times16$) and $0.183$ ($32\times32$), a ratio $2.07$ against the $2$ of the $D^{-1/2}$ law (these cells, one disorder sample each, are smaller than the reach of $128$ hops, so the argument above does not guarantee this agreement); 400 sampled vectors on $16\times16$ scatter by $0.367$.

\section{One matrix, many conductivities}

The example has $100\times100$ sites, $M=256$, $R=8$ and symmetrized moments, and uses (\ref{routeB}) with Gauss-Legendre panels. The central kernel width is $6\sqrt{256/257}\sin(\pi/257)=0.0732$ eV and the line width $0.1035$ eV. The $10^4$ levels fill at most $2(5.27-0.50)=9.5$ eV, a mean spacing below $10^{-3}$ eV. Each site has two $x$ bonds, so $\mu_{00}/D=2t^2$. The estimate is $1.9914$ eV$^2$; here $B$ has two off-diagonal entries $-t^2$ per row, and the expected error $2/\sqrt{8\times10^4}=0.007$ eV$^2$ is comparable with the miss of $0.009$. Uncertainties below are standard errors over the eight vectors, in $e^2/h$.

\begin{center}
\begin{tabular}{lll}
dc, $T$ (K) & $\mu=0$ & $\mu=2.5$ eV\\
0 & $2.63(3)\times10^{-8}$ & $5.7(3)$\\
300 & $2.73(3)\times10^{-8}$ & $5.7(3)$\\
1000 & $4.3(6)\times10^{-5}$ & $5.62(14)$\\
3000 & $6.0(2)\times10^{-2}$ & $5.14(9)$\\
300 K, $\hbar\omega$ (eV) & & \\
0.5 & $1.43(3)\times10^{-7}$ & $2.94(12)$\\
1 & $1.21(3)\times10^{-4}$ & $1.04(5)$\\
2 & $1.09(3)$ & $0.181(11)$\\
3 & $2.74(4)$ & $0.0104(9)$\\
4 & $1.576(13)$ & $0.165(8)$\\
5 & $0.646(10)$ & $0.321(10)$\\
6 & $0.264(9)$ & $0.241(8)$
\end{tabular}
\end{center}

At $\mu=0$, $T=0$ the gap makes the true dc value zero, so $2.6\times10^{-8}$ is the kernel floor. The 300 K entry is within 4\% of it and gives no usable value for the activated conductivity, although its standard error is small: that error measures trace noise, not kernel bias. At 1000 K the value is over a thousand floors, but it still depends on the resolution: with fixed random vectors it falls by about 35\% from $M=128$ to $256$ and by about 30\% from $256$ to $512$, and the 3000 K value falls by 10 to 15\% per doubling. The slope between the two highest temperatures, $\ln(5.992\times10^{-2}/4.339\times10^{-5})/(1/0.0862-1/0.2585)=7.23/7.73$, is $0.94$ eV, between the bound $0.50$ eV and the clean edge $1.5$ eV; it is a two-point slope and not a band-edge position, and it moves from about $0.88$ to $0.95$ eV between $M=128$ and $512$. At $T=0$ absorption across the gap needs at least 1 eV, so the small entry at $0.5$ eV cannot be true absorption across the gap; in this sample the levels nearest zero lie at about $\pm0.74$ eV, a gap of $1.49$ eV, so the entry at $1$ eV is not absorption across the gap either. Both are kernel tails: between $M=256$ and $512$ the first falls as about $M^{-6}$ (two tails) and the second as about $M^{-3}$, as expected when one of the two energies reaches a band and only one tail enters.

At $\mu=2.5$ eV and 300 K the dc value is $(5.655\pm0.27)\times38.74=219\pm10\ \mu$S. It falls to $2.935/5.655=0.52$ of this at $0.5$ eV, five line widths out, so the low-frequency peak is much wider than the kernel. In the clean limit $V$ acts within each $(\mathbf k,\mathbf k+(\pi,\pi))$ block, so absorption at $\omega>0$ goes from $-E$ to $+E$ with $\hbar\omega=2E$. Moving $\mu$ from 0 to $2.5$ eV multiplies it at low $T$ by $1-f(\hbar\omega/2)$, which is $0$, $1/2$, $1$ at 4, 5, 6 eV. The computed ratios are $0.165/1.576=0.10$, $0.321/0.646=0.50$ and $0.241/0.264=0.91$. The step is spread over far more than $0.1$ eV, so the clean rule fails here: absorption at 4 eV with $\mu=2.5$ eV needs a final level above about $2.5$ eV and hence an initial level above about $-1.5$ eV, a pair that is not of the form $-E\to+E$. The character of these transitions was not examined further. At 4 eV and $\mu=0$ the value is $61.0\ \mu$S. Moving the cut to $x_c=0.99$ changes the 3000 K dc value at $\mu=2.5$ eV by less than a relative $10^{-14}$, the level of numerical rounding. These numbers describe one disorder sample at this size and resolution, without interactions or phonons; the 300 K dc value at $\mu=2.5$ eV drops by about 10\% when $M$ goes from $256$ to $512$ at this size, and how it behaves as $D$ and then $M$ grow is not decided by them.
